# Equilibrium oxygen exchange limited by dissociative adsorption on two empty sites

## 1. What dimensions and symmetry fix

An oxygen molecule splits on two neighbouring empty surface sites, and two neighbouring adatoms can recombine and leave:

$$\mathrm{O_2}+2*\rightleftharpoons 2\,\mathrm{O}^* .$$

Let $R$ be the number of dissociation events per area and time at equilibrium. It is a one-way rate: recombination runs equally fast, so the net rate is zero.

Two rates per area set the scale. A bare surface would dissociate molecules at the rate $a=kp$, where $p$ is the O$_2$ pressure. A full layer would release them at the rate $d=k_d$. If $R$ depends on nothing else, dimensions require

$$R=a\,f(x),\qquad x=\frac ad=Kp,\qquad K=\frac{k}{k_d}.$$

There is also a symmetry. Exchange the words "empty" and "filled", and adsorption becomes desorption, so $a$ and $d$ change places. The two one-way rates are equal at equilibrium, so $R$ must be unchanged:

$$a\,f(a/d)=d\,f(d/a)\quad\Rightarrow\quad f(x)=\frac1x\,f(1/x).$$

At low pressure the surface is nearly bare, so $f(0)=1$. The symmetry then gives $f(x)\to1/x$ for large $x$, and hence $R\to kp/(Kp)=k_d$. The linear law and the plateau are mirror images. What lies between them requires the coverage.

## 2. Assumptions

The sites are equivalent, and the adatoms are neutral and do not interact. The gas is ideal. At fixed temperature, $k$ and $K$ do not depend on pressure. Adatoms can hop to empty neighbouring sites, or single atoms can pass between the layer and the film and so fill or empty a site; section 3 shows why this matters.

Let there be $n_p$ neighbouring site pairs per area. An empty pair is filled at the rate $\kappa p$, and a filled pair is emptied at the rate $\delta$. Then

$$k=n_p\kappa,\qquad k_d=n_p\delta,\qquad K=\frac{\kappa}{\delta}.$$

Each pair is counted once, so no further factor of two enters. Each event moves two atoms, so the one-way flow of oxygen atoms is $2R$.

## 3. Coverage and rate

Try a distribution in which a configuration with $n$ adatoms has a probability proportional to $y^n$. Detailed balance between a configuration and the one with an extra adatom pair requires

$$y^n\,\kappa p=y^{n+2}\,\delta\quad\Rightarrow\quad y^2=\frac{\kappa p}{\delta}=Kp,\qquad y=\sqrt{Kp}.$$

A hop leaves $n$ unchanged, and between equivalent sites it is as fast forwards as backwards, so it is balanced too. The hopping rate drops out, as section 1 supposed. A film in equilibrium with the gas has the same oxygen chemical potential and therefore imposes the same $y$.

The weight $y^n$ is a product of one factor per site: 1 if empty, $y$ if filled. The sites are therefore independent, and the coverage $\theta$ obeys

$$\theta=\frac{y}{1+y},\qquad 1-\theta=\frac1{1+y}.$$

The probability that both sites of a pair are empty is $(1-\theta)^2$. Multiplying by $n_p\kappa p=kp$ gives

$$\boxed{R=kp(1-\theta)^2=\frac{kp}{\left(1+\sqrt{Kp}\right)^2}}$$

The reverse rate is $k_d\theta^2=(k/K)\,Kp/(1+\sqrt{Kp})^2$, which is the same. Taking the inverse square root of the boxed result, with $\sqrt{K/k}=1/\sqrt{k_d}$, shows the symmetry openly:

$$\frac1{\sqrt R}=\frac{1+\sqrt{Kp}}{\sqrt{kp}}=\frac1{\sqrt{kp}}+\frac1{\sqrt{k_d}} .$$

**Why motion of the adatoms is assumed.** Divide a square lattice into two sublattices, like the colours of a chessboard. Each pair event adds or removes one adatom on each colour, so the difference between the two populations never changes. If one colour is full and the other empty, there is no empty pair and no filled pair, and without hopping or exchange with the film the layer is frozen. The formula then fails for that starting layer. Without motion it holds on a large surface only when the two colours are equally populated, as after a start from the bare surface; at $y=4$ a coverage difference of 0.5 between the colours lowers the probability of an empty pair from 0.040 to 0.027. With hopping, or with exchange that fills or empties single sites, a large surface reaches the same equilibrium from any start. A direct swap of an adatom with a lattice atom leaves the occupation unchanged and does not free the layer.

**A test on a small ring.** The stationary state of a ten-site ring was computed from its elementary rates, with no coverage assumed. With $k=1.3$, $k_d=0.5$, a hopping rate of 0.7 and pressures of 0.1, 0.5 and 3 in arbitrary units, the rate differs from the boxed formula by at most 0.19%, relative to the formula. The difference comes from the ring's size. Starting empty, it can hold only even numbers of adatoms. Keeping the even terms of the sums over configurations gives

$$P_{00}=\frac{(1+y)^8+(1-y)^8}{(1+y)^{10}+(1-y)^{10}}$$

for the probability $P_{00}$ of an empty pair. For a large surface the terms in $1-y$ become negligible and $P_{00}\to(1+y)^{-2}$.

## 4. Limits, order and width of the crossover

From section 3,

$$\frac{R}{kp}=(1-\theta)^2,\qquad \frac{R}{k/K}=\theta^2 .$$

The first ratio tends to 1 at low coverage and the second at high coverage. On the plateau most of the molecules that would react on a bare surface find no empty pair and bounce off. Dissociation must wait for empty sites, which are made by desorption. More pressure cannot speed that up.

The reaction order is the local slope on a log-log plot. Since $y\propto p^{1/2}$, $dy/d\ln p=y/2$, and

$$\frac{d\ln R}{d\ln p}=1-\frac{2}{1+y}\,\frac y2=1-\frac{y}{1+y}=1-\theta .$$

The order falls smoothly from 1 to 0. It equals one half at $Kp=1$, where $R=kp/4$. A measured order near one half over a limited pressure range can therefore be part of this crossover.

The rate is 10% below the linear law when $(1+y)^{-2}=0.9$, or

$$y=\frac1{\sqrt{0.9}}-1,\qquad Kp=0.0029 .$$

It is 10% below the plateau when $(1+1/y)^{-2}=0.9$. This is the same equation for $1/y$, so $Kp=1/0.002926\approx342$. The two pressures differ by a factor of about $10^5$. For molecules that adsorb whole on single sites, $R=kp/(1+Kp)$ and the factor would be only 81. Dissociation broadens the crossover because the coverage depends on the square root of the pressure and because two empty sites are needed.

## 5. The adsorption constant

From here on, formulas use atomic units, $\hbar=m_e=e=4\pi\epsilon_0=1$, and $\beta=1/(k_BT)$. Measure energies from the ground state of O$_2$, and let $E$ be the energy released when one molecule becomes two adatoms, ground state to ground state, with zero-point energies included. Each adatom then has energy $-E/2$. If $\mu$ is the chemical potential of O$_2$, that of an oxygen atom is $\mu/2$, and the weight of a filled site is

$$y=q_{ad}\,e^{\beta(\mu+E)/2}\quad\Rightarrow\quad Kp=y^2=q_{ad}^2\,e^{\beta E}e^{\beta\mu}.$$

The gas of $N$ molecules in volume $V$ has the partition function $(Vq_{int}/\Lambda^3)^N/N!$, with $\Lambda=\sqrt{2\pi\beta/m}$ and $m$ the molecular mass. Differentiating its logarithm with respect to $N$, with Stirling's formula, gives $-\beta\mu=\ln[Vq_{int}/(N\Lambda^3)]$. With $N/V=\beta p$,

$$e^{\beta\mu}=\frac{\beta p\Lambda^3}{q_{int}},\qquad K=\frac{\beta\Lambda^3q_{ad}^2\,e^{\beta E}}{3\,q_{rot}\,q_{vib}} .$$

The factor 3 counts the spin states of the triplet ground state of O$_2$; the adatom is taken as closed-shell. A vibration of quantum $\omega$ contributes $1/(1-e^{-\beta\omega})$, and $q_{ad}$ is the product of three such factors. For a bond length $r$ the moment of inertia is $I=mr^2/4$, and

$$q_{rot}=\frac1{2B\beta},\qquad B=\frac1{2I}.$$

The factor $1/2$ arises because identical spinless nuclei allow only odd rotational levels in this electronic state. For the example below the classical $q_{rot}$ is 150.4 and the explicit sum over odd levels gives 150.6. Both count energies from the forbidden level $J=0$. Counted from the lowest allowed level $J=1$, the sum is 151.6, which lowers $K$ by 0.8%, from 0.107 to 0.106 Torr$^{-1}$; the example keeps the classical value.

## 6. The bare-surface rate

Suppose that a molecule can react on an empty pair if the kinetic energy of its motion normal to the surface exceeds a barrier $E_a$, and that a fraction $s_0$ of such molecules does so. With $v_0=\sqrt{2E_a/m}$,

$$kp=s_0\,\beta p\sqrt{\frac{\beta m}{2\pi}}\int_{v_0}^{\infty}v\,e^{-\beta mv^2/2}\,dv .$$

The integral is $e^{-\beta mv_0^2/2}/(\beta m)=e^{-\beta E_a}/(\beta m)$, so

$$k=s_0\,e^{-\beta E_a}\sqrt{\frac{\beta}{2\pi m}} .$$

## 7. Worked example: annealing an oxide film

Take a 50 nm amorphous model oxide film in oxygen at 623 K, where $k_BT=0.0537$ eV. The film is given 60 oxygen atoms per nm$^3$ and 5 surface sites per nm$^2$, both round values. The other model parameters are $E=1.35$ eV, $E_a=0.90$ eV, $s_0=0.1$ and adatom quanta of 0.05 eV. For O$_2$, a bond length of 0.121 nm and a quantum of 0.20 eV are used.

**Constants.** The factors are $\Lambda=0.01236$ nm, $q_{ad}=4.494$ and $q_{vib}=1.025$. Thus $q_{ad}^2=20.2$, $3q_{rot}q_{vib}=462$ and $\beta E=25.1$. The formulas give

$$K=0.107\ \text{Torr}^{-1},\qquad k=0.0130\ \text{nm}^{-2}\,\text{s}^{-1}\,\text{Torr}^{-1}.$$

The coverage is one half at $1/K=9.4$ Torr, and the plateau is $k/K=0.122$ nm$^{-2}$ s$^{-1}$.

**Rate at 150 Torr.** This is roughly the oxygen pressure in air. Here $Kp=16.0$ and $\sqrt{Kp}=4.0$, so $\theta=4/5=0.80$ and

$$R=\frac{0.01304\times150}{(1+4.0)^2}=0.078\ \text{nm}^{-2}\,\text{s}^{-1}.$$

**Other pressures at 623 K.**

| $p$ (Torr) | $\theta$ | $R$ (nm$^{-2}$ s$^{-1}$) | order |
|---|---|---|---|
| 0.01 | 0.032 | 0.00012 | 0.97 |
| 1 | 0.25 | 0.0074 | 0.75 |
| 9.4 | 0.50 | 0.031 | 0.50 |
| 150 | 0.80 | 0.078 | 0.20 |
| 760 | 0.90 | 0.099 | 0.10 |

From 150 to 760 Torr the pressure rises fivefold and the rate by 27%. Even at 760 Torr the rate is 81% of the plateau; 90% would need about 3200 Torr. At the other end, the linear law holds to 10% up to 0.027 Torr.

**Temperature.** At fixed pressure, define the apparent activation energy as $E_{app}=-d\ln R/d\beta$. With $Q=d\ln K/d\beta$ and $dy/d\beta=yQ/2$,

$$E_{app}=-\frac{d\ln k}{d\beta}+\frac{2}{1+y}\,\frac{yQ}{2}=E_a-\frac1{2\beta}+\theta Q .$$

The term $-1/(2\beta)$ comes from the factor $\sqrt\beta$ in $k$. In $K$, the explicit $\beta$, $\Lambda^3$ and $1/q_{rot}$ contribute the powers $1$, $3/2$ and $1$ of $\beta$, so

$$Q=E+\frac{7}{2\beta}-\frac{6\,\omega_{ad}}{e^{\beta\omega_{ad}}-1}+\frac{\omega_{gas}}{e^{\beta\omega_{gas}}-1}=1.35\ \text{eV}.$$

At 150 Torr this gives $0.90-0.027+0.80\times1.348=1.95$ eV, against 0.92 eV at 0.01 Torr. On a crowded surface the rate also pays for making empty sites. A 10 K higher temperature raises $R$ at 150 Torr by a factor of 1.76, so a temperature error of that size matters more than the pressure change from 150 to 760 Torr.

## 8. When this rate is the measured exchange rate

Label the gas with an oxygen tracer. Let $f_g$, $f_a$ and $f_l$ be the labelled fractions in gas, adatoms and film, and let $R_i$ be the one-way flow of atoms between adatoms and film. If the adatoms are well mixed, the net flows of label are

$$J=2R(f_g-f_a),\qquad J=R_i(f_a-f_l).$$

They are equal when the adatom layer stores little label. Here it holds $5\times0.80=4$ atoms per nm$^2$ at 150 Torr, against $60\times50=3000$ in the film. Dividing each equation by its rate and adding removes $f_a$:

$$J=\frac{f_g-f_l}{1/(2R)+1/R_i} .$$

Dissociation limits the exchange when $R_i\gg2R$. The film's label then obeys $3000\,\dot f_l=2R(f_g-f_l)$, with the time constant

$$\tau=\frac{3000}{2\times0.0782}=1.9\times10^4\ \text{s}=5.3\ \text{h}$$

at 150 Torr. This also assumes a well-mixed film: the oxygen diffusivity must be well above $L^2/\tau=1.3\times10^{-15}$ cm$^2$/s, where $L$ is the thickness. For a slab with this surface rate, the slowest relaxation time is 7.2 h at a diffusivity equal to $L^2/\tau$, 5.5 h at ten times that value and 220 h at a hundredth of it, where diffusion and not dissociation sets the time.

**The plateau can end.** Suppose that a lattice oxygen atom can come to the surface only at an empty site. If the film's oxygen content hardly changes, then $R_i=w_0(1-\theta)$ with a constant $w_0$. At high pressure $1-\theta\to1/\sqrt{Kp}$, so $R_i$ falls as $p^{-1/2}$ while $2R$ stays level. Incorporation finally takes over, and the measured exchange rate decreases with pressure. If adatoms can also swap places directly with lattice atoms, no empty site is needed, and fast swaps preserve the plateau.

A loss of 5% means $1/(1+2R/R_i)=0.95$, or $R_i=19\times2R$. At 760 Torr this requires

$$w_0=\frac{19\times2\times0.0990}{0.100}\approx38\ \text{nm}^{-2}\,\text{s}^{-1}.$$

A slower incorporation step costs more than 5% there.

## 9. Effects that the model leaves out

**Repulsion between adatoms.** Put an energy $w$ between neighbouring adatoms on a square lattice, and keep $k$ and $K$ at their values for $w=0$, so that $y^2=Kp$ describes adatoms far apart. A configuration with $n$ adatoms and $b$ neighbouring adatom pairs then has the weight $y^n e^{-\beta wb}$. Let adsorption onto an empty pair be unaffected by its surroundings, so that the repulsion acts through desorption. Then $R=kpP_{00}$, with $P_{00}$ computed on a long strip eight sites wide. At 760 Torr:

| $w$ (eV) | $\theta$ | $R$ relative to $w=0$ | order |
|---|---|---|---|
| 0.01 | 0.83 | 2.6 | 0.23 |
| 0.05 | 0.54 | 15 | 0.68 |

For $w=0.05$ eV, which is close to $k_BT$, the rate is far above the ideal plateau and still rising. The plateau law is thus fragile: at high coverage an adatom has up to four neighbours, so even a small $w$ counts. The pair probability is also no longer $(1-\theta)^2$. For $w=0.05$ eV it is $15.1\times0.0100=0.15$, whereas $(1-0.538)^2=0.21$. Repulsion favours filled sites beside empty ones, which leaves fewer empty pairs at a given coverage.

The rise in rate depends on the assumption that repulsion speeds up desorption. If it slowed adsorption instead and left desorption unaffected, the coverage would be the same, but the rate would be $R=k_dP_{11}$, where $P_{11}=2\theta-1+P_{00}$ is the probability of a filled pair. For $w=0.05$ eV this gives $0.23\,k_d$, against $0.81\,k_d$ without repulsion: the rate would fall.

**Charged adatoms.** If adatoms take electrons from the film, a depleted layer forms. For donor density $N_d$, relative permittivity $\epsilon$ and width $W$, the band bending is

$$\Phi=\int_0^W\frac{4\pi N_dx}{\epsilon}\,dx=\frac{2\pi N_dW^2}{\epsilon} .$$

With $N_d=10^{18}$ cm$^{-3}$, $\epsilon=10$ and a bending of 1 eV, $W=33$ nm. The depleted charge is $0.001\times33.2=0.033$ electrons per nm$^2$, enough for singly charged adatoms on 0.7% of the sites. The coverages found above therefore require mostly neutral adatoms or some other compensating charge. For charged adatoms $K$ also varies with the bending: a shift of 0.1 eV per adatom changes it by $e^{0.2\,\text{eV}/k_BT}\approx41$.

**Gas supply.** At 760 Torr about $5\times10^{-11}$ of the impacts lead to reaction, and with a gas diffusivity of about $3\times10^{-5}$ m$^2$/s the labelled fraction drops by only a few parts per million across 1 cm of still gas. The transport of gas to the surface therefore does not limit the exchange here. At equilibrium the velocity distribution stays thermal, because desorption returns the fast molecules that dissociation removes.

## 10. The model beside a real film

The donor density of $10^{18}$ cm$^{-3}$ is a model value; a lower one reduces the charge available to adatoms, and a higher one raises it as the square root: at $10^{20}$ cm$^{-3}$ and 1 eV of bending it covers 7% of the sites, at a surface field of 6 MV/cm. The adsorption energy, barrier and $s_0$ were chosen to place the crossover within reach of an anneal, so the rates and the 5.3 h are results of the model, not data for a particular oxide. With 10 pairs per nm$^2$, as on a square lattice, the plateau corresponds to $\delta=0.012$ s$^{-1}$. For a desorption barrier $E+E_a=2.25$ eV this implies a prefactor of about $2\times10^{16}$ s$^{-1}$, some $10^3$ times $k_BT/h$. The value $s_0=0.1$ thus describes a nearly gas-like transition state; a tighter one lowers $k$ and $k_d$ together and leaves $K$ unchanged.

An amorphous surface does not have equivalent sites. A change of 0.1 eV in $E$ multiplies $K$ by $e^{0.1/0.0537}\approx6.4$ and moves the half-coverage pressure by the same factor, so a spread of site energies blurs the crossover. Repulsion can raise the high-pressure rate more than tenfold if it speeds up desorption, or lower the rate if it slows adsorption, as section 9 shows. Water vapour, which may occupy sites during an anneal in air, is also left out.

For data at fixed temperature, the inverse-square-root relation of section 3, multiplied by $\sqrt p$, offers a direct check:

$$\sqrt{\frac pR}=\frac1{\sqrt k}+\sqrt{\frac{p}{k_d}} .$$

Under the assumptions of section 2 and with fast incorporation, a plot against $\sqrt p$ is straight. Its intercept gives $k$ and its slope gives $k_d$. Curvature shows that at least one assumption fails, but not which one. A straight line does not confirm the assumptions. A species that blocks single sites with a pressure-independent weight $c$ replaces $1+y$ by $1+c+y$; the plot stays exactly straight and its intercept gives $k/(1+c)^2$. A repulsion of 0.01 eV acting through desorption moves the points between 1 and 760 Torr only about 7% from a fitted line, yet the fitted $k_d$ is about three times too large. The computed values are collected in the numerical output below.

## Computed results

```
temperature: 623 K; kT: 0.05369 eV
O2 mass: 32 u; bond: 0.121 nm
vibrational quanta, O2 and adatom: 0.20, 0.05 eV
adsorption energy per O2: 1.35 eV; barrier: 0.90 eV
reactive fraction above barrier s0: 0.1
site density: 5.0 per nm^2
film: 50 nm, 60 O per nm^3
thermal wavelength: 0.01236 nm
q_rot classical: 150.43; level sum: 150.59
q_vib of O2: 1.0247
q_ad of one adatom: 4.494
K: 0.1067 per Torr; 1/K: 9.376 Torr
k: 0.01304 per nm^2 s Torr
plateau k/K: 0.1223 O2 per nm^2 s
p 0.01 Torr: theta 0.0316, R 0.0001223 /nm^2 s, order 0.9684
p 1 Torr: theta 0.2462, R 0.007409 /nm^2 s, order 0.7538
p 9.376 Torr: theta 0.5000, R 0.03056 /nm^2 s, order 0.5000
p 150 Torr: theta 0.8000, R 0.07824 /nm^2 s, order 0.2000
p 760 Torr: theta 0.9000, R 0.09904 /nm^2 s, order 0.1000
Kp at 10% below linear: 0.00293; below plateau: 341.8
pressure 10% below linear law: 0.0274 Torr
pressure 10% below plateau: 3204 Torr
R at 760 Torr over plateau: 0.8101
largest ring deviation from formula: 1.93e-03
Q = dlnK/dbeta: 1.3478 eV
apparent activation energy at 0.01 Torr: 0.916 eV
apparent activation energy at 150 Torr: 1.951 eV
apparent activation energy at 760 Torr: 2.086 eV
film exchange time at 150 Torr: 1.92e+04 s = 5.33 h
diffusivity scale L^2/time to be exceeded: 1.30e-15 cm^2/s
w0 for 5% loss at 760 Torr: 37.65 O per nm^2 s
repulsion 0.01 eV, 760 Torr: theta 0.828, R factor 2.59, order 0.230
repulsion 0.05 eV, 760 Torr: theta 0.538, R factor 15.11, order 0.678
donors: 1.0e+18 per cm^3; relative permittivity: 10
depletion width at 1 eV bending: 33.2 nm
largest singly charged coverage: 0.00665
K factor for 0.1 eV shift per adatom: 41.5
R factor for +10 K at 150 Torr: 1.764
reaction probability per impact at 760 Torr: 5.24e-11
```
